# Pseudo-hydrogen charges from electron counting at zinc-blende surfaces

## The problem

To calculate a fragment or a slab of a semiconductor, one must cut bonds. Each cut leaves a dangling bond: an orbital that points to a missing neighbour and is only partly filled. A common remedy is to cap it with a pseudo-hydrogen, a hydrogen-like atom whose nuclear charge $q$ may be fractional. The cap is neutral, so it also brings $q$ electrons. Charges are in units of the elementary charge $e$.

Consider a zinc-blende compound AB. Every cation A has four anion neighbours B at the corners of a tetrahedron, and every anion has four cation neighbours. The atoms bring $Z_A$ and $Z_B$ valence electrons, with $Z_A+Z_B=8$; filled $d$ shells are not counted. The surface is an ideal cut through the bulk, without reconstruction, and each dangling bond receives its own cap.

(a) How many electrons does an atom contribute to each of its bonds, and which cap charge completes a dangling bond? Evaluate it for III-V and II-VI compounds.

(b) Show that these charges give the right number of electrons for a neutral fragment of any shape.

(c) Does the total electron number of a single fragment determine both cap charges?

(d) Check the count on a cation-centred cluster with 19 cations and 16 anions, which has 52 intact bonds, 24 dangling bonds on cations and 12 on anions.

## Hints

1. In the bulk the four bonds of an atom are equivalent, and each bond holds two electrons.
2. For (b), count bond ends. An intact bond has one end on a cation and one on an anion; a dangling bond has one end on an atom of the fragment.
3. For (c), change the two cap charges by $x$ and $y$ and ask when the total stays the same. Begin with a fragment that has equally many cations and anions.

## Solution

### (a) One bond

Symmetry divides the valence electrons of an atom equally among its four bonds, so an atom with $Z$ valence electrons contributes $Z/4$ to each. A bulk bond then receives

$$\frac{Z_A}{4}+\frac{Z_B}{4}=\frac{8}{4}=2$$

electrons, which fill one bonding orbital. This records where the electrons come from. It does not say where their density lies: in a polar bond the pair sits closer to the anion, but it is still one pair.

If the neighbour is removed, $Z/4$ electrons remain in the dangling bond and $2-Z/4$ are missing. The neutral cap supplies $q$ electrons, so

$$\frac{Z}{4}+q=2\quad\Longrightarrow\quad q=2-\frac{Z}{4}=\frac{8-Z}{4}.$$

Here $Z$ belongs to the atom that is capped. For III-V compounds, $Z_A=3$ and $Z_B=5$:

$$q_A=2-\tfrac34=1.25,\qquad q_B=2-\tfrac54=0.75 .$$

For II-VI compounds, $Z_A=2$ and $Z_B=6$:

$$q_A=2-\tfrac24=1.5,\qquad q_B=2-\tfrac64=0.5 .$$

Because $8-Z_A=Z_B$, the cap on a cation has $q_A=Z_B/4$. It brings what the missing anion would have contributed to that bond. In the same way, $q_B=Z_A/4$. For a group IV crystal, $Z_A=Z_B=4$ and both charges become 1, which is ordinary hydrogen.

### (b) A whole fragment

Let the fragment have $n_A$ cations, $n_B$ anions, $B$ intact bonds, and $D_A$ and $D_B$ dangling bonds on the two kinds of atom. Each atom has four bond ends, so

$$4n_A=B+D_A,\qquad 4n_B=B+D_B. \tag{1}$$

The neutral capped fragment contains

$$N=Z_An_A+Z_Bn_B+q_AD_A+q_BD_B$$

electrons. Insert $n_A$ and $n_B$ from (1) and collect the terms in $B$, $D_A$ and $D_B$:

$$N=\frac{Z_A+Z_B}{4}\,B+\left(\frac{Z_A}{4}+q_A\right)D_A+\left(\frac{Z_B}{4}+q_B\right)D_B .$$

The first coefficient is 2 because $Z_A+Z_B=8$. The other two are 2 by the result of (a). Hence

$$N=2\,(B+D_A+D_B),$$

which is two electrons for every bond, caps included. The total is an even integer although the individual cap charges are fractional. The shape and composition of the fragment have dropped out.

### (c) Are the charges unique?

Replace the charges by $q_A+x$ and $q_B+y$. The total changes by $xD_A+yD_B$, so it stays correct if

$$xD_A+yD_B=0. \tag{2}$$

Subtracting the two equations in (1) gives

$$D_A-D_B=4(n_A-n_B).$$

A stoichiometric fragment, $n_A=n_B$, therefore has $D_A=D_B$, and (2) reduces to $x+y=0$. Its total fixes only the sum $q_A+q_B=2$. Ordinary hydrogen on every site, $1+1=2$, passes this test too.

More generally, (2) is one equation for two unknowns, so no single total fixes both charges. Two fragments with non-proportional pairs $(D_A,D_B)$ do. The cluster in (d) has the pair $(24,12)$, and its counterpart centred on an anion has $(12,24)$. The conditions are

$$24x+12y=0,\qquad 12x+24y=0 .$$

The first gives $y=-2x$. The second then becomes $12x-48x=-36x=0$, so $x=y=0$. If one pair of charges is to serve both clusters, it must be the pair found in (a).

### (d) The cluster, and a check from its energy levels

For a III-V compound the atoms bring

$$19\times3+16\times5=57+80=137$$

electrons, and the caps bring

$$24\times1.25+12\times0.75=30+9=39 .$$

The total is 176. There are $52+24+12=88$ bonds, with places for $2\times88=176$ electrons.

For a II-VI compound the atoms bring $19\times2+16\times6=134$ and the caps $24\times1.5+12\times0.5=36+6=42$. The total is again 176.

So far it has been assumed that each bond supplies one level below the gap. This can be examined in a tight-binding model with four $sp^3$ hybrids on each atom and one orbital on each cap. Facing hybrids are coupled strongly, and hybrids on the same atom are coupled more weakly. Both kinds of cap have the same orbital energy, so the difference between their charges is not put in beforehand. The parameters are round numbers and describe no particular material.

Diagonalization gives 88 levels below the gap for the cation-centred cluster, and 88 for the anion-centred one. We can now treat the cap charges as unknown and demand that these levels be full. For III-V, the anion-centred cluster has 16 cations and 19 anions, which bring $16\times3+19\times5=143$ electrons. The two conditions are

$$24q_A+12q_B=176-137=39,$$

$$12q_A+24q_B=176-143=33 .$$

Twice the first minus the second gives $36q_A=45$, so $q_A=1.25$. The first then gives $12q_B=39-30=9$, so $q_B=0.75$. The spectrum of this model thus leads to the same charges as the bond count.

The gap of the capped cation-centred cluster is 0.207 hartree, a value that depends on the chosen parameters and on the cluster. When the caps are removed, 36 levels appear inside this energy window, as many as there were caps. This equality holds for the chosen parameters only: with a stronger coupling between hybrids of the same atom, or a larger energy difference between cation and anion hybrids, fewer levels of the bare cluster fall inside the window. The bond count assigns

$$24\times\tfrac34+12\times\tfrac54=18+15=33$$

electrons to the 36 dangling orbitals of the III-V cluster, which have 72 places. The caps have two tasks: their orbitals move these levels out of the gap, and their electrons complete the filling.

### What the rule does not settle

The rule fixes electron numbers. A clean gap also requires a cap orbital that couples strongly enough to the dangling hybrid, at a suitable energy and distance. Two caps that point to the same missing atom may also come too close to each other (at the full bond length they would coincide), which the count does not notice.

The rule presupposes bulk-like bonds. If surface atoms form new bonds with each other, those dangling bonds are gone and take no caps, but the electrons must be counted anew: a bond between two III-V cations, for example, receives only $\tfrac34+\tfrac34=1.5$ electrons. Electrons may also move between dangling bonds: in a III-V compound one cation and one anion dangling bond hold $\tfrac34+\tfrac54=2$ electrons together, enough to fill the anion orbital and empty the cation orbital. A real surface can reach a closed shell in this way without caps. Pseudo-hydrogens serve a different purpose, which is to make the cut resemble the continuing bulk.

## Variation 1: ordinary hydrogen on the cluster

*Cap the cation-centred cluster with ordinary hydrogen. How many electrons are missing?*

For III-V, each cation cap brings $1.25-1=0.25$ too few electrons, and each anion cap brings $1-0.75=0.25$ too many. The deficit is

$$24\times0.25-12\times0.25=6-3=3 .$$

Directly, $137+36=173$, which is 3 short of 176. The neutral cluster has three holes in the levels that should be full. For II-VI the mismatch per cap is 0.5, so the deficit is $12-6=6$, in agreement with $176-(134+36)=6$.

## Variation 2: ordinary hydrogen on a polar slab

*A stoichiometric (111) slab ends in cations below and anions above, with one dangling bond per surface cell on each face. By (c), ordinary hydrogen gives the right total. What goes wrong?*

Assume that all bonds are filled and treat each pair as a rigid point charge $-2$. Assign to every atom its core charge $+Z$ and a share $-Z/4$ of each of its four bond pairs. This unit is neutral. In the bulk it also has no dipole, because the pairs lie at equal distances along four tetrahedral directions, whose vectors sum to zero. This holds wherever along the bond the pair sits. The shares of two neighbours add up to the full pair.

At a capped bond, the part of the pair not assigned to the atom is $-(2-Z/4)$. Together with the cap nucleus it leaves the face charge

$$\sigma=q-\left(2-\frac Z4\right)$$

per cell. It vanishes on each face separately for the charges found in (a). With $q=1$ on a III-V slab, the cation face has $\sigma=1-1.25=-0.25$ and the anion face $\sigma=1-0.75=+0.25$. The slab is neutral, but it is a charged capacitor.

Let $d$ be the bond length. Along [111], one bilayer advances by $d/3$ (slanted bonds) plus $d$ (upright bond), in total $4d/3$. Two bonds of one atom enclose an angle with cosine $-1/3$, so nearest atoms of the same kind are separated by $b$ with $b^2=2d^2(1+\tfrac13)=\tfrac83d^2$. They form a triangular lattice with cell area

$$A=\frac{\sqrt3}{2}\,b^2=\frac{4d^2}{\sqrt3}.$$

In atomic units the mean field between the faces is $4\pi|\sigma|/A$. Each added bilayer therefore raises the potential step by

$$\Delta\phi=\frac{4\pi|\sigma|}{A}\,\frac{4d}{3}.$$

For $d=4.6$ bohr, $A=48.87$ bohr², and with $|\sigma|=0.25$

$$\Delta\phi=\frac{4\pi\times0.25\times4\times4.6}{3\times48.87}=0.394\ \text{hartree}/e=10.7\ \text{V},$$

with the anion face at the higher potential. For II-VI, $|\sigma|=0.5$ doubles the growth to 0.789 hartree$/e$. A direct integration of the field through the slab, for three positions of the bond pairs, confirms that the growth vanishes for the charges of part (a).

These are unscreened values for rigid pairs. In a real slab the electrons polarize and reduce the field. If the remaining step exceeds the gap, electrons can lower their energy by moving from filled states near the cation face to empty states near the anion face, and the assumption of filled bonds fails. A slab thin enough that the screened step stays below its gap can keep its filled bonds, but it carries an internal field. A correct total is therefore not enough for a polar slab: if the step is not to grow with thickness, each face must be neutral by itself.

The numerical output below lists the bond and level counts for all clusters, and the cap charges and potential growth for the III-V and II-VI slabs.

## Calculated quantities

```
Clusters (numbers of atoms, bonds, levels)
cation-centred: cations 19, anions 16, intact bonds 52
  dangling bonds: on cations 24, on anions 12
  capped: levels below gap 88, gap 0.207 hartree
  gap edges -0.129 and 0.078 hartree
  caps removed: levels inside that gap 36
anion-centred: cations 16, anions 19, intact bonds 52
  dangling bonds: on cations 12, on anions 24
  capped: levels below gap 88, gap 0.204 hartree
  gap edges -0.129 and 0.076 hartree
  caps removed: levels inside that gap 36
stoichiometric: cations 10, anions 10, intact bonds 25
  dangling bonds: on cations 15, on anions 15
  capped: levels below gap 55, gap 0.212 hartree
  gap edges -0.129 and 0.084 hartree
  caps removed: levels inside that gap 30
Cap charges solved from the level counts (e)
III-V: on cation 1.25, on anion 0.75
II-VI: on cation 1.50, on anion 0.50
IV: on cation 1.00, on anion 1.00
Electron count of the cation-centred cluster
III-V: from atoms 137, from caps on cations 30, on anions 9
  total 176, places in levels below gap 176
  with ordinary hydrogen 173, missing 3
II-VI: from atoms 134, from caps on cations 36, on anions 6
  total 176, places in levels below gap 176
  with ordinary hydrogen 170, missing 6
Polar (111) slab
bond length 4.6 bohr, cell area 48.87 bohr^2
III-V: zero growth for caps 1.25 e on cation, 0.75 e on anion
  ordinary hydrogen: anion-face charge +0.25 e per cell
  potential growth per bilayer 0.394 hartree/e = 10.7 V
II-VI: zero growth for caps 1.50 e on cation, 0.50 e on anion
  ordinary hydrogen: anion-face charge +0.50 e per cell
  potential growth per bilayer 0.789 hartree/e = 21.5 V
```
